\section*{Why James-Coolidge functions fail at large R and Kolos-Wolniewicz functions succeed}

\section{What goes wrong}

Place two electrons in the field of two fixed unit charges 24 bohr apart. The ground state is then nearly two separate one-electron atoms, with a total energy close to $-1$ hartree. A variational calculation with 31 James-Coolidge products gives $-0.798$ hartree. One Kolos-Wolniewicz term gives $-1.000$ hartree. At 1.5 bohr the order is reversed: the 31 products give $-1.157$ hartree and the single term $-1.148$ hartree.

None of these functions contains $r_{12}$. The failure is one of convergence: enlarging the same kind of set to 183 products brings the energy at 24 bohr to $-1.000$ hartree, but a set of fixed size becomes useless as the charges separate. The cause is that powers of one coordinate must reproduce an exponential that grows ever steeper.

\section{Coordinates and the two bases}

Atomic units are used, and the nuclei do not move. The state is the lowest singlet, even under inversion, with no angular momentum about the axis. Let $a$ lie at $z=-R/2$ and $b$ at $z=R/2$, and define for each electron
\begin{equation}
\xi=\frac{r_a+r_b}{R}\ge 1,\qquad \eta=\frac{r_a-r_b}{R}\in[-1,1].
\end{equation}
On nucleus $a$ we have $\eta=-1$, on $b$ $\eta=+1$. With $\rho=2r_{12}/R$, a James-Coolidge function is
\begin{equation}
e^{-\alpha(\xi_1+\xi_2)}\,\xi_1^{r}\eta_1^{s}\xi_2^{r'}\eta_2^{s'}\rho^{p},
\qquad s+s'\ \text{even},
\end{equation}
symmetrised in the two electrons. The Kolos-Wolniewicz functions contain in addition the factor
\begin{equation}
e^{\beta\eta_1+\beta'\eta_2}+(-1)^{s+s'}e^{-\beta\eta_1-\beta'\eta_2}.
\end{equation}
Here $s+s'$ may be even or odd. Inversion changes the sign of both $\eta$'s, so it multiplies the powers by $(-1)^{s+s'}$ and exchanges the two exponentials; the second exponential with its sign makes the product even in both cases.

Solving the definitions for the distances gives $r_a=R(\xi+\eta)/2$ and $r_b=R(\xi-\eta)/2$. The atomic orbitals are therefore
\begin{equation}
a=e^{-r_a}=e^{-R\xi/2}e^{-R\eta/2},\qquad b=e^{-r_b}=e^{-R\xi/2}e^{+R\eta/2}.
\end{equation}
The $\xi$ factor is the same for both. The factor in $\eta$ alone says which nucleus holds the electron. The covalent (Heitler-London) function is
\begin{align}
a(1)b(2)+b(1)a(2)
&=e^{-R(\xi_1+\xi_2)/2}\left[e^{-R(\eta_1-\eta_2)/2}+e^{R(\eta_1-\eta_2)/2}\right]\nonumber\\
&=2e^{-R(\xi_1+\xi_2)/2}\cosh\frac{R(\eta_1-\eta_2)}{2}.
\end{align}
This is one Kolos-Wolniewicz term with $\alpha=\beta=R/2$ and $\beta'=-\beta$. The James-Coolidge basis must build the hyperbolic cosine from powers.

\section{A fixed degree cannot hold the electrons}

Take James-Coolidge functions without $r_{12}$, of degree at most $n$ in each $\eta$, with any dependence on $\xi$. To find the nuclear attraction we need the volume element. From $r_a^2-r_b^2=2zR$ and $r_a^2+r_b^2=2(z^2+s^2)+R^2/2$, where $s$ is the distance from the axis,
\begin{equation}
z=\frac R2\xi\eta,\qquad s=\frac R2\sqrt{(\xi^2-1)(1-\eta^2)}.
\end{equation}
The Jacobian of $(z,s)$ with respect to $(\xi,\eta)$ has magnitude
\begin{equation}
\frac{R^2}{4}\,\frac{\eta^2(\xi^2-1)+\xi^2(1-\eta^2)}{\sqrt{(\xi^2-1)(1-\eta^2)}}
=\frac{R^2}{4}\,\frac{\xi^2-\eta^2}{\sqrt{(\xi^2-1)(1-\eta^2)}} .
\end{equation}
Multiplying by $s$ for the rotation about the axis gives $d\tau=(R/2)^3(\xi^2-\eta^2)\,d\xi\,d\eta\,d\varphi$. The attraction is
\begin{equation}
-\frac1{r_a}-\frac1{r_b}=-\frac2R\left(\frac1{\xi+\eta}+\frac1{\xi-\eta}\right)
=-\frac{4}{R}\,\frac{\xi}{\xi^2-\eta^2}.
\end{equation}
Its denominator cancels against the volume element.

Hold $\xi_1$ and the coordinates of electron 2 fixed. The real wave function is then a polynomial $p(\eta_1)$ of degree at most $n$. Let $\mu_n$ be the largest possible value of $\int\eta^2p^2d\eta/\int p^2d\eta$. Then
\begin{equation}
\int(\xi^2-\eta^2)p^2d\eta\ \ge\ (\xi^2-\mu_n)\int p^2d\eta ,
\end{equation}
and hence
\begin{equation}
\xi\int p^2d\eta\ \le\ \frac{\xi}{\xi^2-\mu_n}\int(\xi^2-\eta^2)p^2d\eta
\ \le\ \frac{1}{1-\mu_n}\int(\xi^2-\eta^2)p^2d\eta .
\end{equation}
The last step holds because $\xi/(\xi^2-\mu_n)$ has derivative $-(\xi^2+\mu_n)/(\xi^2-\mu_n)^2<0$ and so is largest at $\xi=1$. Integrating over the remaining coordinates with their positive weights shows that each electron's attraction is at least $-(4/R)/(1-\mu_n)$. Kinetic energy and electron repulsion are positive, and the nuclei repel with $1/R$. Thus
\begin{equation}
E\ \ge\ \frac1R\left[1-\frac{8}{1-\mu_n}\right].
\label{bound}
\end{equation}

Gauss-Legendre quadrature gives $\mu_n$. With $n+2$ nodes $x_i$, the zeros of $P_{n+2}$, and positive weights, it integrates degree $2n+3$ exactly, which covers $\eta^2p^2$. The mean of $\eta^2$ is then a weighted mean of the $x_i^2$ and cannot exceed $x_{\max}^2$. A polynomial of degree $n$ that vanishes at the $n$ nodes other than $\pm x_{\max}$ reaches this value, so $\mu_n=x_{\max}^2$.

For $n=0$, $P_2$ vanishes at $1/\sqrt3$, so $\mu_0=1/3$ and $E\ge(1-12)/R=-11/R$. At $R=24$ bohr this is $-0.458$ hartree; no choice of $\xi$ functions can reach $-1$. At any fixed $n$ the bound rises to zero as $R$ grows, because a polynomial of fixed degree spreads the charge along the whole axis.

For large $n$, set $\eta=\cos\theta$. Near $\theta=0$ Legendre's equation becomes $P''+P'/\theta+m(m+1)P=0$, whose regular solution is $J_0(\sqrt{m(m+1)}\,\theta)$, with $m(m+1)\approx(m+\tfrac12)^2$. With $m=n+2$ and $j=2.405$ the first zero of $J_0$, $1-\mu_n=\sin^2\theta\approx j^2/(n+\tfrac52)^2$. To reach an energy $-\varepsilon$, equation (\ref{bound}) then requires
\begin{equation}
n+\frac52\ \gtrsim\ j\sqrt{\frac{\varepsilon R+1}{8}} .
\end{equation}
The degree must grow at least as $\sqrt R$. The bound drops the kinetic energy and the electron repulsion and takes the worst case $\xi=1$; it gives the power of $R$ and not a good estimate of the degree. At $R=24$ bohr and $n=2$ it is $-1.25$ hartree, which excludes nothing of interest.

\section{A degree of order $\sqrt R$ is enough}

Put $c=R/2$. Orthogonality of the Legendre polynomials gives
\begin{equation}
e^{-c\eta}=\sum_{n}(-1)^n(2n+1)\,i_n(c)P_n(\eta),\qquad
i_n(c)=\frac12\int_{-1}^{1}P_n(\eta)e^{c\eta}d\eta .
\end{equation}
For large $c$ the integral comes from $\eta\approx1-\theta^2/2$, where $P_n\approx J_0(\nu\theta)$ with $\nu^2=n(n+1)$. Expanding $J_0$ in powers and integrating each term,
\begin{align}
i_n(c)&\approx\frac{e^c}{2}\sum_k\frac{(-\nu^2/4)^k}{(k!)^2}\int_0^\infty\theta^{2k+1}e^{-c\theta^2/2}d\theta\nonumber\\
&=\frac{e^c}{2}\sum_k\frac{(-\nu^2/4)^k}{(k!)^2}\,\frac{k!\,2^k}{c^{k+1}}
=\frac{e^c}{2c}\,e^{-\nu^2/2c}.
\end{align}
Therefore $i_n/i_0\approx e^{-n(n+1)/R}$ for $n$ of order $\sqrt R$. At $R=24$ bohr and $n=6$ the true ratio is 0.169 and the estimate 0.174.

To pass from coefficients to energies, end the series at degree $N$ with a smooth factor $\chi(n/N)$ that falls from 1 to 0. Near nucleus $a$ let $\theta$ now be measured from $\eta=-1$, so that $1+\eta\approx\theta^2/2$ and $(-1)^nP_n\approx J_0(n\theta)$. Apart from a constant, the sum becomes, with $n=\sqrt R\,q$,
\begin{equation}
\int_0^\infty 2q\,\chi\!\left(\frac{q\sqrt R}{N}\right)e^{-q^2}J_0(q\sqrt R\,\theta)\,dq .
\end{equation}
It depends on $N/\sqrt R$ and on $R\theta^2/4\approx R(1+\eta)/2$, a length in bohr that stays finite near the atom. The factor $e^{-R(\xi-1)/2}$ depends on a second such length. With $u=R(\xi-1)/2$ and $v=R(1+\eta)/2$ we have $r_a=u+v$ and height above the nucleus $(R/2)(1+\xi\eta)=v-u+2uv/R\approx v-u$, so near the atom the Hamiltonian in $u,v$ does not depend on $R$ to leading order. The energy error of this trial function is thus, to leading order at large $R$, a function of $N/\sqrt R$, and it is an upper bound on the error of the best polynomial of degree $N$. It vanishes as this ratio grows, since $\chi\to1$ restores $e^{-R\theta^2/4}$. Using such polynomials for both orbitals of the covalent function carries the result over to two electrons. The number of $\eta_1,\eta_2$ products, of order $n^2$, then grows as $R$.

A one-electron calculation tests this. With $\alpha=R/2$, no powers of $\xi$, and the lowest root of either parity in $\eta$ (the even and odd states are nearly degenerate here), coming within 0.001 hartree of the atomic-orbital energy takes degree 9, 19, 40 and 83 at $R=25$, 100, 400 and 1600 bohr. The ratio to $\sqrt R$ creeps up from 1.80 to 2.08. The degree thus roughly doubles when $R$ is multiplied by four. The argument above bounds the ratio at large $R$, but these four values do not fix its limit.

\section{Powers of $r_{12}$ do not replace the exponential}

The factor $\rho^p$ keeps the electrons apart, so it might seem to do the same work. Consider the limit of large $\alpha$ without powers of $\xi$, where both electrons approach $\xi=1$, the line between the nuclei. There $\rho$ becomes $|\eta_1-\eta_2|$, again a power. For a function $\Phi(\eta_1,\eta_2)$ the total attraction becomes $-(4/R)\kappa$, with
\begin{equation}
\kappa=\frac{\int\!\!\int\left[(1-\eta_1^2)+(1-\eta_2^2)\right]\Phi^2\,d\eta_1d\eta_2}
{\int\!\!\int(1-\eta_1^2)(1-\eta_2^2)\Phi^2\,d\eta_1d\eta_2}.
\end{equation}
Including one power of $r_{12}$ raises the largest $\kappa$ from 3.00 to 4.36 at degree 0, and from 15.3 to 20.4 at degree 4. The coefficient improves, but it does not depend on $R$, and the attraction still falls as $1/R$. This is a statement about the axis limit; the bound (\ref{bound}) itself was derived without $r_{12}$.

\section{What the exponential changes}

The table gives energies in hartree. The James-Coolidge (JC) sets contain $\xi$ powers 0 and 1, with the best $\alpha$ of a seven-point scan from $0.2\,R/2$ to $1.15\,R/2$. At 1.5 bohr the optimum lies beyond the scan, near $1.26\,R/2$, where the JC entries would be about 0.0007 hartree lower (0.0004 at degree 0); the order of the energies is not affected. The last two rows are a single term with $\beta'=-\beta$. In the first of them $\beta=0$ and $\alpha$ is optimised; in the second both are optimised.

\begin{center}
\begin{tabular}{lrrr}
Basis & $R=1.5$ & $R=6$ & $R=24$ bohr\\
JC, degree 4 (31 terms) & $-1.1566$ & $-0.9989$ & $-0.7983$\\
JC, degree 8 (91 terms) & $-1.1566$ & $-1.0007$ & $-0.9938$\\
JC, degree 12 (183 terms) & $-1.1566$ & $-1.0007$ & $-1.0000$\\
One term, $\beta=0$ & $-1.1025$ & $-0.6179$ & $-0.2151$\\
One term, $\beta$ free & $-1.1482$ & $-1.0005$ & $-1.0000$
\end{tabular}
\end{center}

The last two rows isolate the cause. At 24 bohr, freeing $\beta$ lowers the energy by $1.0000-0.2151=0.7849$ hartree, and the optimum is $\alpha=\beta=12.00=R/2$. The degree-4 set lies $1.0000-0.7983=0.2017$ hartree, or 5.49 eV, above the single term.

At 1.5 bohr the atomic factor $e^{-R\eta/2}$ changes between the nuclei by only $e^{1.5}\approx4.5$. A few powers follow it: degree 2 lies only about 0.0002 hartree above degree 12. The degree-4 set lies 0.008 hartree below the single term, but the comparison does not isolate the $\eta$ powers, because the JC sets also contain powers of $\xi$. At degree 0 these alone lower the energy from $-1.1025$ to $-1.1092$ hartree. At 6 bohr the larger JC sets also fall slightly below the single term.

The sign of $\beta'$ matters. With $\beta'=+\beta=R/2$ the term is $a(1)a(2)+b(1)b(2)$, which puts both electrons on one nucleus. Its energy at large $R$ consists of two atomic energies, the 1s repulsion $5/8$, two attractions to the far nucleus and the nuclear repulsion:
\begin{equation}
-1+\frac58-\frac2R+\frac1R=-0.375-\frac1{24}=-0.4167\ \text{hartree at } R=24\ \text{bohr}.
\end{equation}

In a longer Kolos-Wolniewicz expansion the powers have an easier task. The height of an electron above nucleus $a$ is $z+R/2=(R/2)(1+\xi\eta)$, of first degree in $\eta$ at every $R$. The distance $r_a=R(\xi+\eta)/2$ is also of first degree. The first-order deformation of the atom in a uniform field along the axis is its orbital times this height times $1+r_a/2$, of second degree in $\eta$, and therefore needs no rising degree.

One term remains a limited description. All the energies above omit $r_{12}$ and angular functions about the axis, so short-range correlation and dispersion are incomplete. The JC entries at 1.5 bohr are also converged only in $\eta$, not in $\xi$: with $\xi$ powers up to 4 and optimised $\alpha$ the degree-4 energy is $-1.1603$ hartree, 0.0037 below the table, and full configuration interaction in a cc-pVQZ Gaussian basis gives $-1.172$ hartree. At 6 bohr (degree 8) and 24 bohr (degree 4), $\xi$ powers up to 3 change the entries by less than 0.0001 hartree. The choice $\beta'=-\beta=-R/2$ suits a state that separates into two neutral 1s atoms; a state with another limit needs other exponents. The numerical check checks the bound, the scaling and the energies numerically.

\section*{Numbers as computed}
\begin{verbatim}
Attraction coefficient kappa (dimensionless), axis limit
 degree 0: no r12 3.0000, with r12^1 4.3590
 degree 2: no r12 7.7386, with r12^1 10.2473
 degree 4: no r12 15.3256, with r12^1 20.3542
First zero of J0: 2.4048
Ratio i_n(R/2)/i_0(R/2) and exp(-n(n+1)/R), R=24 bohr
 n=2: 7.708e-01, 7.788e-01
 n=6: 1.687e-01, 1.738e-01
 n=10: 1.120e-02, 1.022e-02
One electron: eta degree for error < 0.001 hartree
 R=25 bohr: degree 9, degree/sqrt(R) 1.800; 2-electron bound needs >= 2
 R=100 bohr: degree 19, degree/sqrt(R) 1.900; 2-electron bound needs >= 6
 R=400 bohr: degree 40, degree/sqrt(R) 2.000; 2-electron bound needs >= 15
 R=1600 bohr: degree 83, degree/sqrt(R) 2.075; 2-electron bound needs >= 32
JC energies without r12 (hartree) at R = 1.5, 6, 12, 24 bohr
 degree 0, 3 terms: -1.109190, -0.620983, -0.380124, -0.216592
 degree 2, 13 terms: -1.156401, -0.925829, -0.745497, -0.520943
 degree 4, 31 terms: -1.156590, -0.998871, -0.959252, -0.798284
 degree 6, 57 terms: -1.156604, -1.000685, -0.998068, -0.950331
 degree 8, 91 terms: -1.156606, -1.000693, -0.999970, -0.993845
 degree 10, 133 terms: -1.156607, -1.000693, -1.000001, -0.999610
 degree 12, 183 terms: -1.156607, -1.000693, -1.000002, -0.999986
Lower bound on JC energy at R=24 bohr (hartree)
 degree 0: -0.4583
 degree 2: -1.2481
One term: optimised KW, and the same term with beta=0
 R=1.5 bohr: alpha=0.8978, beta=0.7111, R/2=0.75
   E(KW)=-1.148248, E(beta=0)=-1.102476 hartree
 R=6.0 bohr: alpha=3.0009, beta=2.9927, R/2=3.00
   E(KW)=-1.000512, E(beta=0)=-0.617920 hartree
 R=12.0 bohr: alpha=6.0000, beta=6.0000, R/2=6.00
   E(KW)=-1.000000, E(beta=0)=-0.378091 hartree
 R=24.0 bohr: alpha=12.0000, beta=12.0000, R/2=12.00
   E(KW)=-1.000000, E(beta=0)=-0.215132 hartree
Equal signs of beta (ionic), R=24 bohr: -0.416667 hartree
JC degree 4 minus KW, R=24 bohr: 0.201716 hartree
 the same gap: 5.4890 eV
\end{verbatim}
